\section*{Elemental reference energies from total-energy regression at a single composition, part 1}

(Sections cited here and not found follow in the second part.)

\section{Problem}

Total energies from an electronic-structure code contain a large part proportional to the number of atoms of each element. Before an interatomic potential is fitted, this part can be removed by a linear regression of the total energies on the atom counts. Structure $i$ has counts $\mathbf n_i=(n_{iA},n_{iB})$, which form row $i$ of a matrix $N$, and total energy $E_i$, which is component $i$ of a vector $\mathbf E$. The reference energies $\boldsymbol\mu=(\mu_A,\mu_B)$ minimise
\begin{equation}
S(\boldsymbol\mu)=\sum_i\left(E_i-\mathbf n_i\cdot\boldsymbol\mu\right)^2=|\mathbf E-N\boldsymbol\mu|^2 . \label{eq:S}
\end{equation}
For a structure with atomic fractions $\mathbf x=(1-x_B,\,x_B)$ and energy per atom $e$, the formation energy per atom is defined as
\begin{equation}
e_f=e-\mathbf x\cdot\boldsymbol\varepsilon , \label{eq:ef}
\end{equation}
where $\boldsymbol\varepsilon=(\varepsilon_A,\varepsilon_B)$ are the energies per atom of the pure elements, computed in the same way as $e$. The same expression with the fitted references is
\begin{equation}
f=e-\mathbf x\cdot\boldsymbol\mu . \label{eq:f}
\end{equation}

The energies come from a model alloy on a rigid bcc lattice with nearest-neighbour bonds $V_{AA}=-1.00$, $V_{BB}=-0.80$ and $V_{AB}=-0.95$ eV, which are round model parameters. A periodic cell consists of $L_1\times L_2\times L_3$ cubes. It has $s_0=L_1L_2L_3$ corner sites, of which $p$ hold B, and $s_0$ body-centre sites, of which $q$ hold B. The training set is six cells of composition A$_3$B: $2\times1\times1$ with $(p,q)=(1,0)$; $2\times2\times1$ with $(2,0)$ and $(1,1)$; $2\times2\times2$ with $(4,0)$, $(3,1)$ and $(2,2)$. Four further cells are not in the training set: pure A, pure B, AB in the B2 structure (one cube, $(1,0)$) and AB$_3$ ($2\times1\times1$, $(2,1)$).

(a) Find the energies of all cells. (b) Fit $\boldsymbol\mu$ to the training set. (c) Give the formation energies of AB and AB$_3$, and decide whether the fit can supply them. (d) State which energy differences do not depend on how the fit is done. (e) Decide what one added cell with a single antisite atom, or two added pure-element cells, do to the fit.

\section{The energies}

Let $N_{AA}$, $N_{BB}$ and $N_{AB}$ count the bonds in a cell. Every atom has eight neighbours. Counting the bond ends on A atoms gives $8n_A=2N_{AA}+N_{AB}$, because an AA bond has two such ends and an AB bond has one; likewise $8n_B=2N_{BB}+N_{AB}$. Eliminating $N_{AA}$ and $N_{BB}$,
\begin{align}
E&=\left(4n_A-\tfrac12N_{AB}\right)V_{AA}+\left(4n_B-\tfrac12N_{AB}\right)V_{BB}+N_{AB}V_{AB}\nonumber\\
&=\mathbf n\cdot\boldsymbol\varepsilon+W N_{AB},\qquad W=V_{AB}-\tfrac12(V_{AA}+V_{BB}), \label{eq:E}
\end{align}
with $\varepsilon_A=4V_{AA}=-4.0$ eV and $\varepsilon_B=4V_{BB}=-3.2$ eV. These are the pure-element energies, since a pure cell has $N_{AB}=0$. Here $W=-0.95+0.90=-0.05$ eV, so unlike neighbours are favoured.

Every bond joins a corner site to a body site. The eight neighbours of a corner site are reached by stepping $0$ or $1$ cube along each axis. Along an axis with $L_a=2$ the two steps reach the two different cubes; along an axis with $L_a=1$ they reach the same cube twice, through a periodic image. In cells with all $L_a\le2$ each corner site is therefore bonded to each body site exactly $8/s_0$ times. The unlike pairs are $p(s_0-q)$ with B on the corner and $q(s_0-p)$ with B on the body site, so
\begin{equation}
N_{AB}=\frac{8}{s_0}\left[p(s_0-q)+q(s_0-p)\right]. \label{eq:NAB}
\end{equation}
For $q=0$ every neighbour of a B atom is A, and $N_{AB}=8p$ in a cell of any size. With $\mathbf c=(3,1)$ each training cell has $\mathbf n_i=m_i\mathbf c$, and $\mathbf c\cdot\boldsymbol\varepsilon=-12.0-3.2=-15.2$ eV. For the cell $(3,1)$, as an instance, $N_{AB}=3\cdot7+1\cdot5=26$ and $E=4(-15.2)-0.05\cdot26=-62.10$ eV. The six cells are:
\begin{center}
\begin{tabular}{ccccc}
$m_i$ & $(p,q)$ & $N_{AB}$ & $E$ (eV) & $e_f$ (eV/atom)\\
1 & (1,0) & 8 & $-15.60$ & $-0.1000$\\
2 & (2,0) & 16 & $-31.20$ & $-0.1000$\\
2 & (1,1) & 12 & $-31.00$ & $-0.0750$\\
4 & (4,0) & 32 & $-62.40$ & $-0.1000$\\
4 & (3,1) & 26 & $-62.10$ & $-0.0813$\\
4 & (2,2) & 24 & $-62.00$ & $-0.0750$
\end{tabular}
\end{center}
The last column is $WN_{AB}/(4m_i)$. For AB, $N_{AB}=8$ and $E=-7.2-0.4$ eV on two atoms, so $e=-3.8$ eV. For AB$_3$, $N_{AB}=4[2\cdot1+1\cdot0]=8$ and $E=-4.0-9.6-0.4$ eV on four atoms, so $e=-3.5$ eV.

\section{A tempting solution}

The argument runs as follows. By (\ref{eq:E}) each energy is $\mathbf n_i\cdot\boldsymbol\varepsilon$ plus a bonding term of no more than $0.1$ eV per atom in size. There are six data and two unknowns, so the regression looks overdetermined, and it should return the elemental energies up to an error comparable with the bonding term. A least-squares routine based on the singular value decomposition runs without failure and returns
\begin{equation}
\mu_A=-4.6632\ \text{eV},\qquad \mu_B=-1.5544\ \text{eV},\qquad S=0.11035\ \text{eV}^2 . \label{eq:wrongmu}
\end{equation}
The fit looks good: the residuals per atom on the six training cells lie between $-0.0140$ and $+0.0110$ eV. Taking $f$ for the formation energy,
\begin{align}
f(\mathrm{AB})&=-3.8+\tfrac12(4.6632+1.5544)=-0.6912\ \text{eV/atom},\nonumber\\
f(\mathrm{AB_3})&=-3.5+\tfrac14(4.6632)+\tfrac34(1.5544)=-1.1684\ \text{eV/atom}.
\end{align}
The conclusion would be that AB is bound by about $-66.7$ kJ/mol of atoms and that AB$_3$ is more strongly bound still.

\section{Where it fails}

The same formula applied to the pure elements must give zero if $f$ is a formation energy. It gives $f(\mathrm A)=-4.0+4.6632=+0.6632$ and $f(\mathrm B)=-3.2+1.5544=-1.6456$ eV/atom. A second sign of trouble is that $\mu_A/\mu_B=3$, the stoichiometric ratio, which has nothing to do with the energies. There are two faults. The larger is the count of six data against two unknowns. The smaller is to accept an error comparable with the bonding term in a quantity, the formation energy, that by (\ref{eq:E}) is itself the bonding term.

\subsection{The rank of the regression}

With $\mathbf m=(1,2,2,4,4,4)$ the count matrix is $N=\mathbf m\,\mathbf c^{T}$: all rows are multiples of one vector, so the rank is 1. Setting the gradient $\nabla S=2N^T(N\boldsymbol\mu-\mathbf E)$ to zero gives the normal equations $G\boldsymbol\mu=N^T\mathbf E$, with
\begin{equation}
G=N^TN=\mathbf c\,(\mathbf m\cdot\mathbf m)\,\mathbf c^T=57\begin{pmatrix}9&3\\3&1\end{pmatrix}=\begin{pmatrix}513&171\\171&57\end{pmatrix}, \label{eq:G}
\end{equation}
since $|\mathbf m|^2=1+4+4+16+16+16=57$. The determinant is $57^2(9\cdot1-3\cdot3)=0$. Let $\mathbf v=(1,-3)$, so that $\mathbf v\cdot\mathbf c=0$ and $|\mathbf v|^2=|\mathbf c|^2=10$. Then $G\mathbf c=|\mathbf m|^2|\mathbf c|^2\,\mathbf c$ and $G\mathbf v=0$. The singular values of $N$, the square roots of these eigenvalues, are $\sigma_1=\sqrt{57\cdot10}=23.8747$ and zero.

Because $\mathbf n_i\cdot\boldsymbol\mu=m_i\,a$ with $a=\mathbf c\cdot\boldsymbol\mu$, the sum of squares depends on one number only. Expanding and completing the square,
\begin{align}
S&=|\mathbf E|^2-2a\,\mathbf m\cdot\mathbf E+a^2|\mathbf m|^2\nonumber\\
&=|\mathbf m|^2(a-\alpha)^2+S_{\min},\qquad \alpha=\frac{\mathbf m\cdot\mathbf E}{|\mathbf m|^2},\quad S_{\min}=|\mathbf E|^2-\alpha^2|\mathbf m|^2 . \label{eq:Sa}
\end{align}
Here $\mathbf m\cdot\mathbf E=-15.6+2(-31.2-31.0)+4(-62.4-62.1-62.0)=-886.0$ eV and $\alpha=-886.0/57=-15.5439$ eV. The data fix the energy of one formula unit and say nothing on how it is shared between A and B. Any $\boldsymbol\mu$ can be written $u\,\mathbf c+t\,\mathbf v$, since the two vectors are orthogonal; the condition $a=\alpha$ reads $u|\mathbf c|^2=\alpha$ and leaves $t$ free. The answer to (b) is a line of minimisers,
\begin{equation}
\boldsymbol\mu(t)=\boldsymbol\mu^{+}+t\,\mathbf v,\qquad \boldsymbol\mu^{+}=\frac{\alpha\,\mathbf c}{|\mathbf c|^2},\qquad t\in\mathbb R . \label{eq:line}
\end{equation}
Across the line the fit is stiff: a step $s\,\mathbf c$ changes $a$ by $s|\mathbf c|^2$ and raises $S$ by $s^2|\mathbf m|^2|\mathbf c|^4$. Along the line $S$ does not change at all, so small residuals carry no information about $t$. More cells of the same composition increase $|\mathbf m|^2$ and leave $\mathbf v$ a null vector. Reweighting does not help either. Dividing each row by the number of atoms $4m_i$ makes every row equal to $\mathbf c/4$, the sum becomes $\sum_i(e_i-a/4)^2$, and its minimum lies at four times the plain mean of the $e_i$, which is $-15.5542$ eV. The value of $a$ moves and the rank stays 1.

\subsection{The solver chooses $t$}

Since $|\boldsymbol\mu(t)|^2=|\boldsymbol\mu^+|^2+t^2|\mathbf v|^2$, the shortest minimiser has $t=0$. This is the solution the decomposition gives. With unit vectors, $N=\sigma_1\hat{\mathbf m}\hat{\mathbf c}^T$; the pseudoinverse inverts the nonzero singular value and discards the zero one, $N^+=\hat{\mathbf c}\hat{\mathbf m}^T/\sigma_1$, so $N^+\mathbf E=\mathbf c\,(\mathbf m\cdot\mathbf E)/(|\mathbf m|^2|\mathbf c|^2)=\boldsymbol\mu^+$. Numerically $\boldsymbol\mu^+=-1.55439\,(3,1)$ eV, which is (\ref{eq:wrongmu}) and explains the ratio 3.

Dropping the redundant column B sets $\mu_B=0$. From (\ref{eq:line}), $\mu_B=\alpha/10-3t=0$ gives $t=\alpha/30=-0.5181$ eV, and $\mu_A=\alpha/3=-5.1813$ eV.

Ridge regression towards a prior $\boldsymbol\mu^0$ minimises $S+\lambda|\boldsymbol\mu-\boldsymbol\mu^0|^2$ with $\lambda>0$. Its stationarity condition, written for the deviation from the prior, is
\begin{equation}
(G+\lambda I)(\boldsymbol\mu-\boldsymbol\mu^0)=N^T(\mathbf E-N\boldsymbol\mu^0)=\mathbf c\left[\mathbf m\cdot\mathbf E-|\mathbf m|^2\,\mathbf c\cdot\boldsymbol\mu^0\right].
\end{equation}
The matrix has eigenvalues $|\mathbf m|^2|\mathbf c|^2+\lambda$ and $\lambda$, so it is invertible, and the right side is an eigenvector belonging to the first. Hence
\begin{equation}
\boldsymbol\mu=\boldsymbol\mu^0+\mathbf c\,\frac{\mathbf m\cdot\mathbf E-|\mathbf m|^2\,\mathbf c\cdot\boldsymbol\mu^0}{|\mathbf m|^2|\mathbf c|^2+\lambda}. \label{eq:ridge}
\end{equation}
The correction lies along $\mathbf c$, so $\mathbf v\cdot\boldsymbol\mu=\mathbf v\cdot\boldsymbol\mu^0$ for every $\lambda$. As $\lambda\to0$, the product of (\ref{eq:ridge}) with $\mathbf c$ tends to $\alpha$, so the solution joins the line. On the line $\mathbf v\cdot\boldsymbol\mu=t|\mathbf v|^2$, and therefore
\begin{equation}
t=\frac{\boldsymbol\mu^0\cdot\mathbf v}{|\mathbf v|^2}. \label{eq:t}
\end{equation}
With the exact elemental energies as prior, $t_\varepsilon=(-4.0+9.6)/10=0.56$ eV and $\boldsymbol\mu=(-4.1032,-3.2344)$ eV.

Gradient descent iterates $\boldsymbol\mu\to\boldsymbol\mu-\eta N^T(N\boldsymbol\mu-\mathbf E)=\boldsymbol\mu-\eta|\mathbf m|^2(a-\alpha)\,\mathbf c$. Each step is along $\mathbf c$, so $\mathbf v\cdot\boldsymbol\mu$ keeps its starting value, while $a-\alpha$ is multiplied by $1-\eta\sigma_1^2$, which is $\tfrac12$ for $\eta=1/(2\sigma_1^2)$. The limit obeys (\ref{eq:t}) with $\boldsymbol\mu^0$ the starting point. From $(-5,-5)$ eV, $t=(-5+15)/10=1$ eV and $\boldsymbol\mu=(-4.6632+1,\,-1.5544-3)=(-3.6632,-4.5544)$ eV.

\subsection{The apparent formation energies}

Inserting (\ref{eq:line}) in (\ref{eq:f}), with $\mathbf x\cdot\mathbf v=(1-x_B)-3x_B=1-4x_B$,
\begin{equation}
f(\mathbf x;t)=f(\mathbf x;0)-t\,(1-4x_B). \label{eq:ft}
\end{equation}
The factor $1-4x_B$ is $+1,-1,-2,-3$ for A, AB, AB$_3$, B, and vanishes only at $x_B=\tfrac14$. Thus $f(\mathrm{AB})=-0.6912+t$, $f(\mathrm{AB_3})=-1.1684+2t$, and so on. The four fits, all with $S=0.11035$ eV$^2$, give in eV/atom:
\begin{center}
\begin{tabular}{lrrrr}
 & A & AB & AB$_3$ & B\\
$t=0$ & $+0.6632$ & $-0.6912$ & $-1.1684$ & $-1.6456$\\
$t=-0.5181$ & $+1.1813$ & $-1.2094$ & $-2.2047$ & $-3.2000$\\
$t=0.56$ & $+0.1032$ & $-0.1312$ & $-0.0484$ & $+0.0344$\\
$t=1$ & $-0.3368$ & $+0.3088$ & $+0.8316$ & $+1.3544$
\end{tabular}
\end{center}
With $1$ eV/atom $=96.485$ kJ/mol, the AB column reads $-66.7$, $-116.7$, $-12.7$ and $+29.8$ kJ/mol of atoms. Even the sign depends on the solver. For any $x_B\ne\tfrac14$ and any target value $f^\ast$, (\ref{eq:ft}) is solved by $t=[f(\mathbf x;0)-f^\ast]/(1-4x_B)$. The target $f(\mathrm{AB})=+1$ eV/atom needs $t=1.6912$ eV, that is $\boldsymbol\mu=(-2.9719,-6.6281)$ eV, at the same $S$. The freedom is one number: a value of $f$ assigned to one compound with $x_B\ne\tfrac14$ fixes $t$, and with it $f$ for all others.

The minimum-norm choice has no physical standing, because it depends on the zero of energy. Let each A atom carry an extra constant $s_A$ and each B atom $s_B$, an idealised form of the shift in the zero of energy that comes with a different treatment of the core electrons. Then $E_i\to E_i+m_i\,\mathbf c\cdot\mathbf s$, so $\alpha\to\alpha+\mathbf c\cdot\mathbf s$ and $\boldsymbol\mu^+\to\boldsymbol\mu^++\mathbf c\,(\mathbf c\cdot\mathbf s)/|\mathbf c|^2$, while $e\to e+\mathbf x\cdot\mathbf s$. The change in $f$ is
\begin{equation}
\Delta f=\mathbf x\cdot\left[\mathbf s-\mathbf c\,\frac{\mathbf c\cdot\mathbf s}{|\mathbf c|^2}\right]=\frac{(\mathbf x\cdot\mathbf v)(\mathbf s\cdot\mathbf v)}{|\mathbf v|^2},
\end{equation}
because $\mathbf s$ minus its component along $\mathbf c$ is its component along $\mathbf v$. The true $e_f$ does not move, since $\boldsymbol\varepsilon\to\boldsymbol\varepsilon+\mathbf s$ cancels $\mathbf x\cdot\mathbf s$. For $\mathbf s=(0,-50)$ eV, $\mathbf s\cdot\mathbf v=150$ eV, and $f(\mathrm{AB})$ moves by $-15$ eV to $-15.6912$ eV/atom.

The training set fixes only $\mathbf c\cdot\boldsymbol\mu=\alpha$, so the minimisers form a line, and the apparent formation energies of AB and AB$_3$ depend on the $t$ that the solver happens to choose. What remains is the offset on the training composition itself, the correct formation energies, the energy differences that do not depend on the fit, and the effect of adding an antisite cell or pure-element cells.
